# AO-direct evaluation of the closed-shell CCSD particle ladder, part 1

(Sections cited here and not found follow in the second part.)

**Setting.** Hartree atomic units are used, and a "word" is one stored floating-point number. The reference is a closed-shell determinant of real orbitals \(\phi_p=\sum_\mu C_{\mu p}\chi_\mu\), with \(C^TSC=1\) and \(C\) square. There are \(N\) atomic orbitals (AOs) \(\mu,\nu,\lambda,\sigma\), \(o\) active occupied orbitals \(i,j,k,l\), \(v\) virtual orbitals \(a,b,c,d\) and a frozen core, so \(N=n_{\rm core}+o+v\). \(C_o\) and \(C_v\) are the active occupied and virtual columns of \(C\). In chemists' notation

\[(pq|rs)=\iint \phi_p(1)\phi_q(1)\,r_{12}^{-1}\,\phi_r(2)\phi_s(2).\]

The amplitudes are \(t_i^a\) and \(t_{ij}^{ab}=t_{ji}^{ba}\), where \(a\) replaces \(i\) and \(b\) replaces \(j\). Further, \(\tau_{ij}^{ab}=t_{ij}^{ab}+t_i^at_j^b\) and \(u_{ij}^{ab}=2t_{ij}^{ab}-t_{ji}^{ab}\). The particle ladder is

\[R_{ij}^{ab}=\sum_{cd}(ac|bd)\,\tau_{ij}^{cd}.\]

It describes the scattering of two electrons, already excited into \(c,d\), into \(a,b\). The numerical example is the Ca atom at RHF-CCSD/def2-TZVP with 1s2s2p frozen: \(N=36\), \(n_{\rm core}=5\), \(o=5\), \(v=26\), \(E_{\rm RHF}=-676.745801\) Eh, \(E_{\rm corr}=-0.221781\) Eh. These energies belong to this basis and are not converged: def2-QZVP lowers \(E_{\rm RHF}\) by about 12 mEh and \(E_{\rm corr}\) by about 5 mEh. The program behind the def2-TZVP, near-dependent, probe and model numbers, with its output, follows the text.

## (a) Removing the four-virtual array

Rewrite \(R\) so that no quantity with four virtual indices is formed. Count the multiply-adds and the storage of each step without using symmetry, and identify the central step with an operation of SCF theory.

**Solution.** Expanding the four orbitals gives

\[R_{ij}^{ab}=\sum_{cd}\sum_{\mu\lambda\nu\sigma}C_{\mu a}C_{\lambda c}C_{\nu b}C_{\sigma d}\,(\mu\lambda|\nu\sigma)\,\tau_{ij}^{cd}.\]

All sums are finite and may be done in any order. Doing the AO sums first produces \((ac|bd)\). Doing the sums over \(c,d\) first is possible because \(c\) and \(d\) occur only in \(C_{\lambda c}C_{\sigma d}\tau_{ij}^{cd}\), and it leaves three steps:

\[\tau_{ij}^{\lambda\sigma}=\sum_{cd}C_{\lambda c}\,\tau_{ij}^{cd}\,C_{\sigma d},\qquad X_{ij}^{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)\,\tau_{ij}^{\lambda\sigma},\qquad R_{ij}^{ab}=\sum_{\mu\nu}C_{\mu a}X_{ij}^{\mu\nu}C_{\nu b}.\]

This is an identity. For each pair \(ij\) the first step is the matrix product \(C_v\tau_{ij}C_v^T\), done as two products costing \(Nv^2\) and \(N^2v\), so \(o^2vN(v+N)\) in all. The last step costs the same. The middle step has \(o^2N^2\) results, each a sum of \(N^2\) terms, so \(o^2N^4\), against \(o^2v^4\) for the MO contraction. Both routes are of sixth order in system size at a fixed ratio \(N/v\). The outer steps add \(2o^2vN(v+N)\), which is of fifth order and for Ca raises the ratio of the unpacked counts from 3.68 to 3.93. For the central contraction alone the price in arithmetic is the factor \((N/v)^4\). The factor tends to 1 as the basis grows for a fixed molecule, and it is large when the occupied orbitals are a large part of \(N\), since every occupied orbital, frozen or active, counts in \(N\) but not in \(v\). Freezing a core changes \(o\) but not \(N/v\).

The arrays \(\tau_{ij}^{\lambda\sigma}\) and \(X_{ij}^{\mu\nu}\) hold \(o^2N^2\) words each. An integral \((\mu\lambda|\nu\sigma)\) is needed only to add its contribution to \(X^{\mu\nu}\), so it can be computed, used for all \(ij\) and discarded. Since \(\tau\) changes in each iteration, the integrals are computed again in each iteration.

For real AOs \((\mu\lambda|\nu\sigma)=(\mu\lambda|\sigma\nu)\). The exchange matrix of a density \(D\) is \(K[D]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\sigma\nu)D_{\lambda\sigma}\), so \(X_{ij}=K[\tau_{ij}]\): the ladder is an exchange build for \(o^2\) densities, which are symmetric for \(i=j\) and in general non-symmetric for \(i\ne j\). With random pair-symmetric amplitudes the program finds the direct result equal to the explicit MO sum to \(8.6\times10^{-15}\) and \(X\) equal to a library exchange build to \(2.3\times10^{-15}\), each relative to the Frobenius norm of the quantity compared.

## (b) Absorbing the singles

With \(\hat T_1=\sum_{ai}t_i^a\sum_s a^\dagger_{as}a_{is}\) (\(s\) the spin), find the coefficient matrices that give the integrals of \(e^{-\hat T_1}\hat He^{\hat T_1}\), and expand what the last step of (a) yields when they replace \(C_v\).

**Solution.** For one spin, anticommutation gives

\[[a_k^\dagger,\,a_a^\dagger a_i]=-a_a^\dagger\,(a_k^\dagger a_i+a_ia_k^\dagger)=-\delta_{ik}\,a_a^\dagger,\qquad [a_c,\,a_a^\dagger a_i]=(a_ca_a^\dagger+a^\dagger_aa_c)\,a_i=\delta_{ac}\,a_i .\]

The operators \(a_a^\dagger\) and \(a_i\) commute with \(\hat T_1\), so the series \(e^{-\hat T_1}xe^{\hat T_1}=x+[x,\hat T_1]+\dots\) ends after one commutator:

\[a_k^\dagger\to a_k^\dagger-\sum_a t_k^a\,a_a^\dagger,\qquad a_c\to a_c+\sum_i t_i^c\,a_i .\]

Insert this in \(\sum h_{pq}a^\dagger_pa_q\) and collect terms. The operator \(a_a^\dagger\) comes with \(h_{aq}-\sum_kt_k^ah_{kq}\), and \(a_i\) comes with \(h_{pi}+\sum_ch_{pc}t_i^c\). A creation index is thus transformed with \(\Lambda^p\) and an annihilation index with \(\Lambda^h\):

\[\Lambda^p_{\mu a}=C_{\mu a}-\sum_kC_{\mu k}t_k^a,\quad \Lambda^p_{\mu k}=C_{\mu k},\qquad \Lambda^h_{\mu i}=C_{\mu i}+\sum_cC_{\mu c}t_i^c,\quad \Lambda^h_{\mu c}=C_{\mu c}.\]

In the two-electron operator \(p,r\) are creation and \(q,s\) annihilation indices, so

\[\tilde g_{pqrs}=\sum_{\mu\lambda\nu\sigma}\Lambda^p_{\mu p}\Lambda^h_{\lambda q}\Lambda^p_{\nu r}\Lambda^h_{\sigma s}(\mu\lambda|\nu\sigma),\]

and \(\tilde g_{kcld}=(kc|ld)\) is not dressed. In \(\tilde g_{acbd}\) the indices \(c,d\) keep \(C_v\), so \(X\) is the same as in (a). Multiplying out the two factors \(\Lambda^p\),

\[\sum_{\mu\nu}\Lambda^p_{\mu a}\Lambda^p_{\nu b}X_{ij}^{\mu\nu}=\sum_{cd}\Big[(ac|bd)-\sum_kt_k^a(kc|bd)-\sum_lt_l^b(ac|ld)+\sum_{kl}t_k^at_l^b(kc|ld)\Big]\tau_{ij}^{cd}.\]

The two terms with \(ov^3\) integrals come at no cost beyond forming \(\Lambda^p\). The program compares the left side with the sum of the four terms, evaluated in the MO basis with random amplitudes, and finds a relative difference of \(8.8\times10^{-15}\).

## (c) One contraction for several terms

Take as given the closed-shell CCSD equations in dressed form. With \(\tilde L_{pqrs}=2\tilde g_{pqrs}-\tilde g_{psrq}\), \(\hat Pf_{ij}^{ab}=f_{ij}^{ab}+f_{ji}^{ba}\) and repeated indices summed,

\[\Omega_{ij}^{ab}=\mathcal A+\mathcal B+\hat P(\mathcal C+\mathcal D+\mathcal E)=0,\]
\[\mathcal A=\tilde g_{aibj}+t_{ij}^{cd}\tilde g_{acbd},\qquad \mathcal B=t_{kl}^{ab}\big(\tilde g_{kilj}+t_{ij}^{cd}\tilde g_{kcld}\big),\]
\[\mathcal C=-\tfrac12t_{kj}^{bc}Y_{kiac}-t_{ki}^{bc}Y_{kjac},\qquad Y_{kiac}=\tilde g_{kiac}-\tfrac12t_{li}^{ad}\tilde g_{kdlc},\]
\[\mathcal D=\tfrac12u_{jk}^{bc}\big(\tilde L_{aikc}+\tfrac12u_{il}^{ad}\tilde L_{ldkc}\big),\]
\[\mathcal E=t_{ij}^{ac}\big(\tilde F_{bc}-u_{kl}^{bd}\tilde g_{ldkc}\big)-t_{ik}^{ab}\big(\tilde F_{kj}+u_{lj}^{cd}\tilde g_{kdlc}\big),\]
\[\Omega_i^a=\tilde F_{ai}+u_{ik}^{cd}\tilde g_{ackd}-u_{kl}^{ac}\tilde g_{kilc}+u_{ik}^{ac}\tilde F_{kc}=0 .\]

Here \(\tilde F_{pq}=\tilde F^{\rm core}_{pq}+\sum_k(2\tilde g_{pqkk}-\tilde g_{pkkq})\), and \(\tilde F^{\rm core}\) is the one-electron operator plus the frozen-core field, transformed with \(\Lambda^p,\Lambda^h\). Find one set of AO densities whose \(X\) supplies every term that has a dressed integral with three or four virtual indices, and say what remains.

**Solution.** Such integrals occur in \(\mathcal A\) and in the second term of \(\Omega_i^a\). Both terms of \(\mathcal A\) have the same creation indices \(a,b\) and differ only on the annihilation side, which suggests adding the two annihilation sides:

\[\Theta_{ij}^{\lambda\sigma}=\Lambda^h_{\lambda i}\Lambda^h_{\sigma j}+\sum_{cd}C_{\lambda c}t_{ij}^{cd}C_{\sigma d},\qquad X_{ij}^{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)\Theta_{ij}^{\lambda\sigma}.\]

The product \(\Lambda^h_{\lambda i}\Lambda^h_{\sigma j}\) contains \(C_{\lambda c}t_i^c\,C_{\sigma d}t_j^d\), which completes \(t_{ij}^{cd}\) to \(\tau_{ij}^{cd}\), so the ladder of (a) and (b) is inside this \(X\). For any creation indices \(p,r\), the definition of \(\tilde g\) gives

\[\sum_{\mu\nu}\Lambda^p_{\mu p}\Lambda^p_{\nu r}X_{ij}^{\mu\nu}=\tilde g_{pirj}+\sum_{cd}\tilde g_{pcrd}\,t_{ij}^{cd}.\]

The choice \(pr=ab\) is \(\mathcal A\). The choice \(pr=kl\) is the bracket in \(\mathcal B\), the hole-ladder intermediate. For the singles take \(p=a\), \(r=k\), once with the pair \(ik\) and once with \(ki\):

\[\sum_k\sum_{\mu\nu}\Lambda^p_{\mu a}C_{\nu k}\big(2X_{ik}^{\mu\nu}-X_{ki}^{\mu\nu}\big)=\sum_k\big(2\tilde g_{aikk}-\tilde g_{akki}\big)+\sum_{kcd}\tilde g_{ackd}\big(2t_{ik}^{cd}-t_{ki}^{cd}\big).\]

The first sum is \(\tilde F_{ai}-\tilde F_{ai}^{\rm core}\) and the last bracket is \(u_{ik}^{cd}\), so the first two terms of \(\Omega_i^a\) equal this expression plus \(\tilde F^{\rm core}_{ai}\).

What remains needs \(\tilde F\), which is one Fock build, and blocks of \(\tilde g\) with at least two occupied indices. Except for \(\tilde g_{kcld}\), these blocks change with the singles amplitudes. Some of them hide \(ov^3\) integrals, since \(\tilde g_{kiac}\) contains \((kd|ac)t_i^d\), so a code that does not store such integrals transforms these blocks afresh in each iteration. For a fixed AO pair on the other two positions, contracting two AO indices to occupied ones costs \(N^2o+No^2\), so the total is of order \(oN^4\) with \(o^2N^2\) words of result. The program does not test this part in direct form, because it takes these blocks from a stored AO array.

It does assemble \(\mathcal A\), \(\mathcal B\) and the singles term from batch-computed \(X\) at amplitudes converged by a separate CCSD solver. The largest elements of \(\Omega_i^a\) and \(\Omega_{ij}^{ab}\) are \(1.3\times10^{-10}\) and \(1.1\times10^{-10}\) Eh, while \(\|\mathcal A\|=0.563\), \(\|\mathcal B\|=0.167\) and \(\|R\|=0.193\) Eh. This also checks the equations taken as given. With \(C_v\) in place of \(\Lambda^p\) in \(\mathcal A\) the largest residual is \(4.0\times10^{-3}\) Eh, so with \(\max|t_i^a|=0.052\) the test is sensitive to the dressing.

## (d) Permutational symmetry

Reduce the contraction to index ranges \(\mu\ge\nu\), \(\lambda\ge\sigma\), \(i\ge j\). Give the exact work and the size of the packed arrays, and state which symmetry each saving needs.

**Solution.** Define \(X^{\pm\,\mu\nu}_{ij}=\frac12(X_{ij}^{\mu\nu}\pm X_{ij}^{\nu\mu})\), so that \(X=X^++X^-\). Exchanging the electron labels and then renaming \(\lambda\leftrightarrow\sigma\),

\[X_{ij}^{\nu\mu}=\sum_{\lambda\sigma}(\nu\lambda|\mu\sigma)\Theta_{ij}^{\lambda\sigma}=\sum_{\lambda\sigma}(\mu\sigma|\nu\lambda)\Theta_{ij}^{\lambda\sigma}=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)\Theta_{ij}^{\sigma\lambda}.\]

Hence \(X^\pm=\frac12\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)\Theta^{\pm\,\lambda\sigma}\) with \(\Theta^{\pm\,\lambda\sigma}=\Theta^{\lambda\sigma}\pm\Theta^{\sigma\lambda}\). Renaming once more and using \(\Theta^{\pm\,\sigma\lambda}=\pm\Theta^{\pm\,\lambda\sigma}\) gives the second form \(X^\pm=\pm\frac12\sum(\mu\sigma|\nu\lambda)\Theta^{\pm\,\lambda\sigma}\). The average of the two forms is

\[X^{\pm\,\mu\nu}_{ij}=\tfrac14\sum_{\lambda\sigma}g^{\pm\,\mu\nu}_{\lambda\sigma}\,\Theta_{ij}^{\pm\,\lambda\sigma},\qquad g^{\pm\,\mu\nu}_{\lambda\sigma}=(\mu\lambda|\nu\sigma)\pm(\mu\sigma|\nu\lambda).\]

Both factors acquire the sign \(\pm\) under \(\lambda\leftrightarrow\sigma\), so the summand is symmetric and the full sum is twice the sum over \(\lambda>\sigma\) plus the diagonal once:

\[X^{\pm\,\mu\nu}_{ij}=\tfrac12\sum_{\lambda\ge\sigma}\big(1-\tfrac12\delta_{\lambda\sigma}\big)\,g^{\pm\,\mu\nu}_{\lambda\sigma}\,\Theta_{ij}^{\pm\,\lambda\sigma}.\]

For the minus sign the diagonals \(\lambda=\sigma\) and \(\mu=\nu\) vanish. So far only electron exchange was used. It gives two products of size \((N^2/2)\times(N^2/2)\times o^2\), half the original work. Pair symmetry supplies the second half: from \(t_{ji}^{cd}=t_{ij}^{dc}\) follows \(\Theta_{ji}^{\lambda\sigma}=\Theta_{ij}^{\sigma\lambda}\), so \(\Theta^\pm_{ji}=\pm\Theta^\pm_{ij}\) and by linearity \(X^\pm_{ji}=\pm X^\pm_{ij}\). For opposite-spin amplitudes of an unrestricted reference, \(i\) and \(j\) belong to different orbital sets, and this second saving is absent.

With \(n=N\) for the AO route, or \(n=v\) for the MO route packed in the same way,

\[W(n)=\Big[\tfrac{n(n+1)}2\Big]^2\tfrac{o(o+1)}2+\Big[\tfrac{n(n-1)}2\Big]^2\tfrac{o(o-1)}2=\frac{n^2}{4}\big[o^2(n^2+1)+2no\big].\]

The second form follows from \((n\pm1)^2(o^2\pm o)\), whose two versions add to \(2o^2(n^2+1)+4no\). Thus \(W=\frac14o^2n^4\,[1+n^{-2}+2/(no)]\). The packed \(\Theta^\pm\), and likewise \(X^\pm\), hold

\[\tfrac{No}{4}\big[(N+1)(o+1)+(N-1)(o-1)\big]=\tfrac12No(No+1)\ \text{words}.\]

For Ca, \(W(36)=666^2\cdot15+630^2\cdot10=10\,622\,340\), which the program confirms by adding up the shapes of its matrix products. This is \(1+1/1296+2/180=1.0119\) times \(o^2N^4/4\). The MO count is \(W(26)=351^2\cdot15+325^2\cdot10=2\,904\,265\), a ratio of 3.66 against \((36/26)^4=3.68\). All direct results in (a) to (c) were computed with this packed formula.

These counts treat the integral matrix as dense. The Schwarz inequality \(|(\mu\lambda|\nu\sigma)|\le(\mu\lambda|\mu\lambda)^{1/2}(\nu\sigma|\nu\sigma)^{1/2}\) shows that in a molecule much larger than the reach of its basis functions only \(\lambda\) near \(\mu\) and \(\sigma\) near \(\nu\) contribute. The middle step then falls toward \(o^2N^2\) times a large constant, and the outer steps of order \(o^2N^3\) lead. A single atom cannot show this limit, and it is not tested here.

The CCSD particle ladder, together with every other term that has a dressed integral with three or four virtual indices, has been reduced to one contraction with AO integrals, and its packed work and array sizes are known. What remains is to find its memory needs, repeated integrals, parallel limits and precision, and to evaluate a large case.
